# Low-frequency phonon density of states and the elastic Debye temperature of copper: test program

```python
"""
Low-frequency phonon density of states and elastic Debye temperature.

Result under test, per atom:
    g(omega) = a_dos * omega^2 + higher orders,
    a_dos = v_atom / (2 pi^2) * sum over branches of <c^-3>,
    Theta = (hbar / k_B) * (9 / a_dos)^(1/3).
c is the phase speed, <...> the average over wavevector directions, and
v_atom the volume per atom. Speeds follow from cubic elastic constants
C11, C12, C44. The independent check is an fcc lattice of point masses
with nearest-neighbour force matrices having the same elastic constants.
SI units are used internally.
"""
import numpy as np
from scipy.constants import hbar, k as k_B, atomic_mass, pi

# Rounded measured low-temperature inputs for copper
C11, C12, C44 = 176e9, 125e9, 82e9
a_lat = 3.60e-10
mass_u = 63.546
mass = mass_u * atomic_mass
v_atom = a_lat**3 / 4
rho = mass / v_atom


def christoffel(n, c11, c12, c44):
    """Cubic Christoffel matrix for an array of directions n."""
    matrix = (c12 + c44) * n[..., :, None] * n[..., None, :]
    for i in range(3):
        matrix[..., i, i] += c44 + (c11 - c12 - 2*c44) * n[..., i]**2
    return matrix


def speeds(n, c11=C11, c12=C12, c44=C44):
    """Three phase speeds in ascending order."""
    return np.sqrt(np.linalg.eigvalsh(christoffel(n, c11, c12, c44)) / rho)


def sphere(order):
    """Directions and weights (sum 1) of a product rule on the sphere."""
    z, wz = np.polynomial.legendre.leggauss(order)
    phi = 2*pi * (np.arange(2*order) + 0.5) / (2*order)
    zz, pp = np.meshgrid(z, phi, indexing="ij")
    r = np.sqrt(1 - zz**2)
    n = np.stack([r*np.cos(pp), r*np.sin(pp), zz], axis=-1).reshape(-1, 3)
    return n, np.repeat(wz / 2, 2*order) / (2*order)


def inverse_cubes(c11, c12, c44, order=48):
    """Angular average of c^-3 for each speed-ordered branch."""
    n, w = sphere(order)
    return w @ speeds(n, c11, c12, c44)**-3


def theta_from_sum(total):
    a = v_atom * total / (2*pi**2)
    return hbar / k_B * (9 / a)**(1/3)


branch = inverse_cubes(C11, C12, C44)
total = branch.sum()
a_dos = v_atom * total / (2*pi**2)
omega_D = (9 / a_dos)**(1/3)
theta = hbar * omega_D / k_B
c_D = (3 / total)**(1/3)

# Angular quadrature is converged
total_fine = inverse_cubes(C11, C12, C44, 72).sum()
assert abs(total_fine / total - 1) < 1e-6

# Cubic matrix against contraction of the full fourth-rank tensor
voigt = np.zeros((6, 6))
voigt[:3, :3] = C12
voigt[range(3), range(3)] = C11
voigt[range(3, 6), range(3, 6)] = C44
index = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
tensor = voigt[index[:, :, None, None], index[None, None, :, :]]
generic = np.array([1.0, 2.0, 5.0]) / np.sqrt(30)


def tensor_christoffel(n):
    return np.einsum("ijkl,j,l->ik", tensor, n, n)


assert np.allclose(tensor_christoffel(generic),
                   christoffel(generic, C11, C12, C44), rtol=1e-12)

# Closed-form symmetry-direction speeds against the full tensor
closed_moduli = {
    "100": [C44, C44, C11],
    "110": [(C11 - C12)/2, C44, (C11 + C12 + 2*C44)/2],
    "111": [(C11 - C12 + C44)/3]*2 + [(C11 + 2*C12 + 4*C44)/3],
}
symmetry_speeds = {}
for name, moduli in closed_moduli.items():
    direction = np.array([float(digit) for digit in name])
    direction /= np.linalg.norm(direction)
    eig = np.linalg.eigvalsh(tensor_christoffel(direction))
    assert np.allclose(eig, np.sort(moduli), rtol=1e-10)
    symmetry_speeds[name] = np.sqrt(eig / rho)
c_min = symmetry_speeds["110"][0]
dirs, weights = sphere(48)
assert speeds(dirs).min() >= c_min * (1 - 1e-10)

# Group velocity by finite differences: its component along n equals c


def slow_frequency(q):
    return np.sqrt(np.linalg.eigvalsh(tensor_christoffel(q))[0] / rho)


step = 1e-5
group = np.array([(slow_frequency(generic + step*e)
                   - slow_frequency(generic - step*e)) / (2*step)
                  for e in np.eye(3)])
phase_speed = slow_frequency(generic)
group_speed = np.linalg.norm(group)
assert abs(group @ generic / phase_speed - 1) < 1e-6
assert group_speed > phase_speed * 1.001

# Isotropic limit
iso12 = C11 - 2*C44
iso_sum = inverse_cubes(C11, iso12, C44).sum()
iso_closed = (C11/rho)**-1.5 + 2*(C44/rho)**-1.5
assert abs(iso_sum / iso_closed - 1) < 1e-10

# Rotational average of the Christoffel matrix has the Voigt moduli
K = (C11 + 2*C12) / 3
G = (C11 - C12 + 3*C44) / 5
gamma_all = christoffel(dirs, C11, C12, C44)
mean_long = weights @ np.einsum("ni,nij,nj->n", dirs, gamma_all, dirs)
mean_trace = weights @ np.trace(gamma_all, axis1=1, axis2=2)
assert abs(mean_long / (K + 4*G/3) - 1) < 1e-10
assert abs(mean_trace / (K + 10*G/3) - 1) < 1e-10
theta_voigt = theta_from_sum(((K + 4*G/3)/rho)**-1.5 + 2*(G/rho)**-1.5)
theta_100 = theta_from_sum((symmetry_speeds["100"]**-3).sum())
assert theta < theta_voigt

# Nearest-neighbour fcc lattice with the same elastic constants
alpha = a_lat * C11 / 4
beta = a_lat * C44 / 2 - alpha
gamma = a_lat * (C12 + C44) / 4


def lattice_omega(q):
    """Angular frequencies from the explicit sum over twelve neighbours."""
    D = np.zeros(q.shape[:-1] + (3, 3))
    for i, j, other in [(0, 1, 2), (0, 2, 1), (1, 2, 0)]:
        for sign in (1, -1):
            R = np.zeros(3)
            R[i], R[j] = a_lat/2, sign*a_lat/2
            force = np.zeros((3, 3))
            force[i, i] = force[j, j] = alpha
            force[other, other] = beta
            force[i, j] = force[j, i] = sign*gamma
            factor = 4 * np.sin(q @ R / 2)**2 / mass
            D += factor[..., None, None] * force
    return np.sqrt(np.linalg.eigvalsh(D))


q_small = 1e-3 / a_lat
assert np.allclose(lattice_omega(q_small*generic) / q_small,
                   speeds(generic), rtol=1e-6)


def octant_grid(edge, points):
    x = (np.arange(points) + 0.5) * edge / points
    return np.stack(np.meshgrid(x, x, x, indexing="ij"), -1).reshape(-1, 3)


def counted_modes(freq_THz, points=80):
    """Modes per atom below a frequency, counted on a wavevector grid."""
    omega = 2*pi*freq_THz*1e12
    edge = 1.15 * omega / c_min
    q = octant_grid(edge, points)
    inside = lattice_omega(q) < omega
    outer = q.max(axis=1) > edge * (1 - 1/points)
    assert not inside[outer].any()
    cell = (edge / points)**3
    return 8 * inside.sum() * cell * v_atom / (2*pi)**3, edge


freqs = (0.4, 0.8)
counts, ratios = [], []
for f in freqs:
    count, box_edge = counted_modes(f)
    counts.append(count)
    ratios.append(count / (a_dos * (2*pi*f*1e12)**3 / 3))
ratio_zero = (4*ratios[0] - ratios[1]) / 3
assert abs(ratios[0] - 1) < 0.02
assert abs(ratio_zero - 1) < 4e-3  # finite-grid counting error

# No low modes elsewhere in the Brillouin zone; the lattice is stable
q_zone = octant_grid(2*pi/a_lat, 28)
in_zone = q_zone.sum(axis=1) <= 3*pi/a_lat
far = in_zone & (q_zone.max(axis=1) > box_edge)
assert lattice_omega(q_zone[in_zone]).min() > 0
assert lattice_omega(q_zone[far]).min() > 2*pi*freqs[1]*1e12


def lattice_heat_capacity(T):
    """Heat capacity per atom / k_B with full lattice dispersion."""
    q_cut = 40 * k_B*T / (hbar*c_min)
    assert q_cut < np.sqrt(3)*pi/a_lat
    x, w = np.polynomial.legendre.leggauss(80)
    q, wq = q_cut*(x + 1)/2, q_cut*w/2
    n, wn = sphere(28)
    y = hbar*lattice_omega(q[:, None, None]*n) / (2*k_B*T)
    bose = ((y / np.sinh(y))**2).sum(axis=-1)
    return v_atom/(2*pi**2) * np.sum(wq * q**2 * (bose @ wn))


temps = (2.0, 4.0)
heat = [lattice_heat_capacity(T) for T in temps]
heat_law = [12*pi**4/5 * (T/theta)**3 for T in temps]
heat_ratio = [h/l for h, l in zip(heat, heat_law)]
heat_zero = (4*heat_ratio[0] - heat_ratio[1]) / 3
assert abs(heat_ratio[0] - 1) < 0.01
assert abs(heat_zero - 1) < 1e-3

# Changes produced by raising one elastic constant by 1 GPa
base = np.array([C11, C12, C44])
shifts = [theta_from_sum(inverse_cubes(*(base + 1e9*e)).sum()) - theta
          for e in np.eye(3)]

print("INPUTS: rounded low-temperature data for copper")
print(f"C11, C12, C44 = {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"cubic lattice constant = {a_lat*1e10:.2f} angstrom")
print(f"atomic mass = {mass_u:.3f} u")
print(f"volume per atom = {v_atom*1e30:.3f} angstrom^3")
print(f"density = {rho:.1f} kg/m^3")
print("PHASE SPEEDS, ascending")
for name, c in symmetry_speeds.items():
    print(f"[{name}]: {c[0]:.1f}, {c[1]:.1f}, {c[2]:.1f} m/s")
print(f"direction [125], slow branch: phase speed = {phase_speed:.1f} m/s")
print(f"direction [125], slow branch: group speed = {group_speed:.1f} m/s")
print("ANGULAR AVERAGE AND DEBYE TEMPERATURE")
for name, value in zip(("slow", "middle", "fast"), branch):
    print(f"<c^-3>, {name} branch = {value:.5e} s^3/m^3, "
          f"share = {100*value/total:.2f} %")
print(f"sum of <c^-3> = {total:.5e} s^3/m^3")
print(f"relative change with finer angles = {total_fine/total-1:.1e}")
print(f"omega^2 coefficient per atom = {a_dos:.5e} s^3")
print(f"same for g(nu) = {a_dos*(2*pi)**3*1e36:.5e} THz^-3")
print(f"Debye speed = {c_D:.1f} m/s")
print(f"Debye angular frequency = {omega_D:.4e} rad/s")
print(f"Debye frequency = {omega_D/(2*pi*1e12):.3f} THz")
print(f"elastic Debye temperature = {theta:.2f} K")
print("COMPARISONS")
print(f"Voigt moduli K, G = {K/1e9:.2f}, {G/1e9:.2f} GPa")
print(f"Debye temperature, Voigt moduli = {theta_voigt:.2f} K")
print(f"Debye temperature, [100] speeds only = {theta_100:.2f} K")
for name, shift in zip(("C11", "C12", "C44"), shifts):
    print(f"change of Theta for {name} + 1 GPa = {shift:+.3f} K")
print("LATTICE TEST")
print(f"force constants alpha, beta, gamma = {alpha:.3f}, "
      f"{beta:.3f}, {gamma:.3f} N/m")
for f, count, ratio in zip(freqs, counts, ratios):
    print(f"modes per atom below {f:.1f} THz = {count:.5e}, "
          f"counted/formula = {ratio:.5f}")
print(f"count ratio extrapolated to zero frequency = {ratio_zero:.5f}")
for T, h, ratio in zip(temps, heat, heat_ratio):
    print(f"C_V per atom at {T:.0f} K = {h:.5e} k_B, "
          f"lattice/T^3 law = {ratio:.6f}")
print(f"heat ratio extrapolated to zero temperature = {heat_zero:.6f}")
print("ALL CHECKS PASSED")
```

Output:

```
INPUTS: rounded low-temperature data for copper
C11, C12, C44 = 176, 125, 82 GPa
cubic lattice constant = 3.60 angstrom
atomic mass = 63.546 u
volume per atom = 11.664 angstrom^3
density = 9046.7 kg/m^3
PHASE SPEEDS, ascending
[100]: 3010.7, 3010.7, 4410.7 m/s
[110]: 1678.9, 3010.7, 5069.5 m/s
[111]: 2213.7, 2213.7, 5270.8 m/s
direction [125], slow branch: phase speed = 2334.9 m/s
direction [125], slow branch: group speed = 3248.7 m/s
ANGULAR AVERAGE AND DEBYE TEMPERATURE
<c^-3>, slow branch = 1.13084e-10 s^3/m^3, share = 67.87 %
<c^-3>, middle branch = 4.53021e-11 s^3/m^3, share = 27.19 %
<c^-3>, fast branch = 8.22036e-12 s^3/m^3, share = 4.93 %
sum of <c^-3> = 1.66606e-10 s^3/m^3
relative change with finer angles = -2.8e-15
omega^2 coefficient per atom = 9.84483e-41 s^3
same for g(nu) = 2.44201e-02 THz^-3
Debye speed = 2621.1 m/s
Debye angular frequency = 4.5048e+13 rad/s
Debye frequency = 7.170 THz
elastic Debye temperature = 344.09 K
COMPARISONS
Voigt moduli K, G = 142.00, 59.40 GPa
Debye temperature, Voigt moduli = 376.53 K
Debye temperature, [100] speeds only = 430.72 K
change of Theta for C11 + 1 GPa = +1.496 K
change of Theta for C12 + 1 GPa = -1.447 K
change of Theta for C44 + 1 GPa = +1.044 K
LATTICE TEST
force constants alpha, beta, gamma = 15.840, -1.080, 18.630 N/m
modes per atom below 0.4 THz = 5.21801e-04, counted/formula = 1.00161
modes per atom below 0.8 THz = 4.19717e-03, counted/formula = 1.00707
count ratio extrapolated to zero frequency = 0.99979
C_V per atom at 2 K = 4.59472e-05 k_B, lattice/T^3 law = 1.000856
C_V per atom at 4 K = 3.68557e-04 k_B, lattice/T^3 law = 1.003521
heat ratio extrapolated to zero temperature = 0.999967
ALL CHECKS PASSED
```
